# Bragg Attenuation and Diffuse X-ray Scattering from Random Line Placement

A fit of line-placement error to measured diffraction orders requires two decisions: whether the factor $e^{-q^2\sigma^2}$ multiplies the intensity or the amplitude, and whether the light beneath each peak must be subtracted first. If the factor is put on the amplitude, the intensity model becomes $e^{-2q^2\sigma^2}$ and the fitted error is too small by $\sqrt2$. If the light beneath the peak is kept, the fit is again too small: in the example below, a true 1.00 nm is read as 0.90 nm from the sixth order. The theorem settles both questions.

## Setting and assumptions

A grating has $N$ identical straight lines of width $w$, height $h$ and length $L$. The lines run along $y$, repeat along $x$ with pitch $p>w$, and are illuminated along $z$. Line $n$ is centred at

$$x_n=np+u_n,\qquad n=0,\dots,N-1 .$$

1. The errors $u_n$ are independent Gaussian variables of mean zero and standard deviation $\sigma$. They are measured from a fixed ideal lattice, not from the neighbouring line.
2. Each line moves rigidly, without change of shape.
3. The $N$ lines are illuminated coherently, and each X-ray scatters at most once (Born approximation).
4. The electrons respond as free electrons, and the angles are small enough for a scalar wave.

Brackets $\langle\cdot\rangle$ denote the average over the errors. In an experiment this means an average over many independent coherent patches. The momentum transfer is $\mathbf Q=\mathbf k_f-\mathbf k_i$, and $q$ is its $x$ component. Define

$$D(q)=e^{-q^2\sigma^2},\qquad S_N(q)=\sum_{n=0}^{N-1}e^{-iqnp},\qquad \operatorname{sinc}t=\frac{\sin t}{t}.$$

**Theorem.** Let $F(q)$ be the Born amplitude of one line centred at $x=0$. Then

$$\boxed{\langle I(q)\rangle=|F(q)|^2\left[D\,|S_N(q)|^2+N(1-D)\right]}$$

At the Bragg positions $q_m=2\pi m/p$ the lattice term is $D$ times its ideal value. The second term is a diffuse intensity with no lattice peaks.

## Lemma 1: the Born amplitude

Take fields varying as $e^{-i\omega t}$, in Gaussian units. A free electron of charge $-e$ obeys $m\ddot{\mathbf r}=-e\mathbf E$, so $\mathbf r=e\mathbf E/(m\omega^2)$. With electron density $n_e$ the polarization is $\mathbf P=-n_ee\mathbf r=-n_ee^2\mathbf E/(m\omega^2)$, and the dielectric constant is

$$\epsilon=1+4\pi\frac{P}{E}=1-\frac{4\pi n_ee^2}{m\omega^2}.$$

Insert this into $\nabla^2\psi+\epsilon(\omega^2/c^2)\psi=0$, with $k=\omega/c$ and photon energy $\hbar ck$:

$$(\nabla^2+k^2)\psi=4\pi r_en_e\psi,\qquad r_e=\frac{e^2}{mc^2}.$$

The outgoing solution of $(\nabla^2+k^2)G=\delta(\mathbf R)$ is $G=-e^{ikR}/(4\pi R)$. Hence the scattered wave is

$$\psi_s(\mathbf r)=-r_e\int\frac{e^{ik|\mathbf r-\mathbf r'|}}{|\mathbf r-\mathbf r'|}\,n_e(\mathbf r')\psi(\mathbf r')\,d^3r'.$$

The Born approximation replaces $\psi(\mathbf r')$ by the incident wave $e^{i\mathbf k_i\cdot\mathbf r'}$. Far away, $k|\mathbf r-\mathbf r'|\approx kr-\mathbf k_f\cdot\mathbf r'$ in the phase. The coefficient of $e^{ikr}/r$ is therefore

$$A(\mathbf Q)=-r_e\int n_e(\mathbf r')e^{-i\mathbf Q\cdot\mathbf r'}d^3r'.$$

For a rectangular line the integral factorizes. The $x$ part is

$$f(q)=\int_{-w/2}^{w/2}e^{-iqx}dx=\frac{2\sin(qw/2)}{q}.$$

The $y$ part is $L\operatorname{sinc}(q_yL/2)$. The $z$ part has modulus $h|g|$, where $g=\operatorname{sinc}(q_zh/2)$ and $q_z=k-\sqrt{k^2-q^2}$ is the size of the longitudinal transfer at $q_y=0$.

Moving a line by $x_n$ multiplies its amplitude by $e^{-iqx_n}$, as the substitution $x\to x+x_n$ shows. Thus

$$A=F(q)\sum_{n=0}^{N-1}e^{-iq(np+u_n)}.$$

## Lemma 2: the average phase factor

For one Gaussian error,

$$\langle e^{-iqu}\rangle=\frac{1}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}e^{-u^2/(2\sigma^2)-iqu}\,du .$$

Completing the square gives

$$-\frac{u^2}{2\sigma^2}-iqu=-\frac{(u+iq\sigma^2)^2}{2\sigma^2}-\frac{q^2\sigma^2}{2}.$$

The integrand is analytic and decays at both ends of the strip between the real axis and the shifted line, so the contour can be moved back to the real axis. The remaining Gaussian integral is $\sigma\sqrt{2\pi}$, and

$$\langle e^{-iqu}\rangle=e^{-q^2\sigma^2/2}=\sqrt D .$$

## Proof of the theorem

The squared modulus is a double sum:

$$\langle I\rangle=|F|^2\sum_{n,n'}e^{-iq(n-n')p}\left\langle e^{-iq(u_n-u_{n'})}\right\rangle .$$

For $n\ne n'$ independence lets the average factorize into $\sqrt D\,\sqrt D=D$. For $n=n'$ the errors cancel and the average is 1. There are $N$ such terms, so

$$\frac{\langle I\rangle}{|F|^2}=N+D\sum_{n\ne n'}e^{-iq(n-n')p}.$$

The complete double sum is $|S_N|^2$, and its diagonal part is $N$. The off-diagonal sum is therefore $|S_N|^2-N$, which gives

$$\frac{\langle I\rangle}{|F|^2}=N+D(|S_N|^2-N)=D|S_N|^2+N(1-D).\qquad\blacksquare$$

**Remark (meaning of the two terms).** The average amplitude is $\langle A\rangle=F\sqrt D\,S_N$. The first term is $|\langle A\rangle|^2$, and the second is the variance of $A$. Thus the amplitude carries $e^{-q^2\sigma^2/2}$ and the Bragg intensity carries $e^{-q^2\sigma^2}$. At $q_m$ the two terms are $N^2D$ and $N(1-D)$ in units of $|F|^2$. As $\sigma\to0$ the diffuse term vanishes as $Nq^2\sigma^2$; for $q\sigma\gg1$ the lines scatter as $N$ independent objects.

## Corollary 1: efficiencies

Efficiency means scattered power divided by incident power. At small angles $d\Omega\approx dq\,dq_y/k^2$, and the power incident per unit intensity is $NpL$. The integral across the narrow streak in $q_y$ is

$$\int L^2\operatorname{sinc}^2(q_yL/2)\,dq_y=2\pi L.$$

With $\lambda=2\pi/k$ and line phase $\phi=r_e\lambda n_eh$, the efficiency per unit $q$ is

$$\frac{d\eta}{dq}=\frac{r_e^2n_e^2h^2g^2f^2}{NpL}\,\frac{2\pi L}{k^2}\left[D|S_N|^2+N(1-D)\right]
=\frac{\phi^2g^2f^2}{2\pi pN}\left[D|S_N|^2+N(1-D)\right].$$

Over a zone of width $2\pi/p$ the off-diagonal terms of $|S_N|^2$ integrate to zero, leaving $\int|S_N|^2dq=2\pi N/p$. For large $N$ the peak is narrow enough to evaluate $f$, $g$ and $D$ at $q_m$:

$$\eta_m=\phi^2g^2\frac{f^2(q_m)}{p^2}D(q_m),\qquad
\frac{d\eta_{\rm diff}}{dq}=\frac{\phi^2g^2f^2(1-D)}{2\pi p}.$$

## Corollary 2: the power lost by the peaks

Set $g=1$, the projected-line limit. Let $\Delta=u-u'$ be the difference of two independent errors; its variance is $2\sigma^2$ and $\langle e^{-iq\Delta}\rangle=D$. The function $f^2$ is the Fourier transform of the overlap length $C_0(s)=\max(w-|s|,0)$. Therefore $f^2D$ is the transform of $C(s)=\langle C_0(s-\Delta)\rangle$. The inverse transform at $s=0$ gives the diffuse gain:

$$\int\frac{dq}{2\pi}f^2(1-D)=C_0(0)-C(0)=\langle\min(|\Delta|,w)\rangle\approx\langle|\Delta|\rangle=\frac{2\sigma}{\sqrt\pi},\qquad \sigma\ll w.$$

The last equality uses $\langle|\Delta|\rangle=\sqrt{2/\pi}\,\sqrt2\,\sigma$. For the Bragg loss, Poisson summation gives

$$\frac1p\sum_mf^2(q_m)[1-D(q_m)]=\sum_n[C_0(np)-C(np)].$$

The $n=0$ term is the length just found. For $n\ne0$, $C_0(np)=0$ because $p>w$, and $C(np)$ is negligible when $\sigma\ll p-w$. Loss and gain then agree, and the power moved is $\phi^2(2\sigma/\sqrt\pi)/p$ of the incident beam. The balance holds for the total. It need not hold zone by zone, because $f$ and $D$ vary within a zone.

## Example: silicon lines in transmission

Consider silicon lines with $p=32$ nm, $w=14$ nm, $h=50$ nm and $\sigma=1.00$ nm, measured at 17.0 keV and normal incidence. These are rough typical values for small-angle X-ray scattering from dense device patterns. The wavelength is 0.07293 nm. A rough density of 2.33 g/cm³ gives $n_e=699.5$ nm$^{-3}$, and

$$\phi=(2.818\times10^{-6})(0.07293)(699.5)(50)=7.19\times10^{-3}\ \text{rad}.$$

For order 6, $q=2\pi\cdot6/32=1.178$ nm$^{-1}$ (0.1178 Å$^{-1}$), so $D=e^{-1.388}=0.250$, while the amplitude factor is 0.500. The efficiencies below are in units of $10^{-8}$; the last column is integrated over the zone from $m-\frac12$ to $m+\frac12$.

| $m$ | $D$ | ideal | Bragg | diffuse |
|---|---|---|---|---|
| 1 | 0.962 | 503.5 | 484.5 | 16.4 |
| 2 | 0.857 | 19.2 | 16.4 | 4.7 |
| 3 | 0.707 | 40.2 | 28.4 | 10.7 |
| 4 | 0.540 | 16.3 | 8.8 | 7.7 |
| 5 | 0.381 | 6.4 | 2.4 | 4.5 |
| 6 | 0.250 | 12.2 | 3.1 | 8.2 |

The ideal efficiencies do not fall steadily because $f$ oscillates. Its first zero is at $q=2\pi/w$, or order $p/w=2.29$, which makes order 2 weak. That order loses $2.7\times10^{-8}$, yet its zone holds $4.7\times10^{-8}$ of diffuse light, since $f^2$ rises steeply towards the lower edge of the zone. This is the zone-by-zone imbalance allowed by Corollary 2.

For the total, direct summation of the Bragg loss and direct integration of the diffuse gain both give 1.128 nm, matching $2\sigma/\sqrt\pi=1.128$ nm. With $g=1$, as in Corollary 2, the power moved is $1.82\times10^{-6}$ of the beam, or 8.1% of the total Born power when the forward Born wave is included. The finite height of the lines weakens the very high orders and lowers these figures to about $1.5\times10^{-6}$ and 6.5%.

The theorem was also tested with 20,000 random gratings of 64 lines. At order 3 the mean peak divided by $N^2$ was 0.7117, against 0.7114 from the formula. At order position 3.25, where $S_N=0$, the mean intensity per line was 0.3304 against 0.3345, a difference of about 1.8 standard errors.

## Reading the detector correctly

Suppose a detector window covers a fraction $b$ of the order spacing, contains essentially the whole Bragg peak, and is narrow enough for $f$, $g$ and $D$ to be constant across it. The peak is about $1/N$ of the order spacing wide, so holding it needs $Nb\gg1$; for 64 lines and $b=0.10$ about 3% of it still falls outside. By Corollary 1 the collected light, relative to the ideal order, is

$$D_{\rm app}=D+b(1-D).$$

For order 6 and $b=0.10$, this is $0.2496+0.10(0.7504)=0.3246$. Treating it as a pure Bragg factor gives

$$\sigma_{\rm app}=\frac{\sqrt{-\ln0.3246}}{1.178\ \text{nm}^{-1}}=0.90\ \text{nm}.$$

The diffuse level should therefore be estimated beside the peak and subtracted, provided it is smooth across the window.

A single coherent patch does not show that smooth level. At order position 3.25 the average amplitude vanishes. So does the average of its square, because $\sum_ne^{-2iqnp}$ is a sum of alternating signs. For many lines the real and imaginary parts then approach independent Gaussians of equal variance, and the intensity approaches an exponential distribution, whose standard deviation equals its mean. The random gratings gave a ratio of 0.999. Averaging $M$ independent patches reduces this relative fluctuation to $1/\sqrt M$.

## Where the assumptions matter

**Other error distributions.** For independent errors with characteristic function $\chi(q)=\langle e^{-iqu}\rangle$, the same proof holds with $D=|\chi|^2$. A uniform distribution of the same $\sigma$ gives $D=\operatorname{sinc}^2(\sqrt3q\sigma)$. At order 6 this is 0.191 instead of 0.250, so high orders are sensitive to the shape of the distribution.

**Correlated neighbours.** Let the errors be jointly Gaussian, with covariance $c\sigma^2$ between neighbours and none between more distant lines. For long gratings such a covariance exists only if $|c|\le\frac12$. The variance of their difference is $2\sigma^2(1-c)$, so the neighbour average becomes $De^{cq^2\sigma^2}$. The $N-1$ neighbour pairs, each counted in both orders, add

$$2(N-1)D\left(e^{cq^2\sigma^2}-1\right)\cos(qp)$$

to the bracket in the theorem. The $N^2D$ term is unchanged, but the diffuse light is modulated. For $c=0.20$ and large $N$, its level per line at order 3 rises from 0.293 to 0.395.

**Cumulative errors.** If each spacing has an independent error of variance $2\sigma^2$, neighbouring spacings have the same spread as in the theorem, but lines $j$ periods apart have relative variance $2j\sigma^2$. Their pair average is $D^j$. At a Bragg position

$$\frac{\langle I\rangle}{|F|^2}=N+2\sum_{j=1}^{N-1}(N-j)D^j<N\,\frac{1+D}{1-D}.$$

The peak divided by $N^2$ now falls to zero with increasing $N$. At order 3 it is 0.057 for 100 lines and 0.0145 for 400, whereas for independent errors it tends to 0.707. A fixed reference lattice is thus essential to the theorem.

**Width errors.** Let each width be $w+v_n$, with independent Gaussian $v_n$ of deviation $\sigma_w$, symmetric about the line centre and independent of placement. Applying Lemma 2 to $e^{\pm iqv/2}$ gives $\langle f\rangle=f(q)e^{-q^2\sigma_w^2/8}$. The Bragg intensity then contains

$$e^{-q^2(\sigma^2+\sigma_w^2/4)}.$$

Bragg attenuation alone cannot separate the two errors in this model.

**Comparison with real patterns.** Well-controlled patterning can have placement errors below the 1 nm used here; at $\sigma=0.5$ nm, order 6 would keep $0.2496^{1/4}=0.71$ of its ideal intensity. Real lines also vary in width. With $\sigma_w=1.00$ nm, the apparent placement error rises from 1.00 to 1.12 nm. Real lines have sloping walls too, which change $F$ but not $D$ if all lines share the same shape. Placement can also wander along a line. The diffuse light then spreads in $q_y$, and the share collected depends on the detector's acceptance in that direction, so the reading of 0.90 nm above applies to rigid lines.

**Single scattering and the absolute scale.** A scalar wave propagated in slices through one disordered 64-line grating, with rescattering included, differed from the Born efficiencies by at most 0.26% in orders 1 to 6 and by 0.13% in the diffuse light around order 6. Much of this comes from the pixel size: with pixels 16 times finer the differences fall to 0.12% and 0.03%. Finite height lowers the order-6 efficiency by 1.3%, which the table includes. A rough estimate gives 0.008% absorption in a line. Treating the K electrons as oscillators exactly at their absorption edge gives a 0.2% change of amplitude from binding; their strength extends above the edge, which makes the change larger, but it stays below 1%. As common factors of identical lines, these last three effects cancel in the ratio $D$. Substrate scattering and absorption are left out.

## Values computed for the example and the checks

```
pitch, width, height: 32, 14, 50 nm
placement deviation sigma: 1.00 nm
photon energy: 17.0 keV
wavelength: 0.07293 nm
wave number k: 86.15 nm^-1
classical electron radius: 2.8179e-06 nm
silicon density (rough input): 2.33 g/cm3
electron density: 699.5 nm^-3
line phase phi: 7.1875e-03 rad
angle of order 1: 2.279 mrad
order | q (nm^-1) | D | efficiency: ideal, Bragg, diffuse zone
1 | 0.1963 | 0.9622 | 5.035e-06, 4.845e-06, 1.637e-07
2 | 0.3927 | 0.8571 | 1.916e-07, 1.642e-07, 4.718e-08
3 | 0.5890 | 0.7068 | 4.017e-07, 2.840e-07, 1.067e-07
4 | 0.7854 | 0.5396 | 1.631e-07, 8.803e-08, 7.707e-08
5 | 0.9817 | 0.3814 | 6.420e-08, 2.449e-08, 4.490e-08
6 | 1.1781 | 0.2496 | 1.224e-07, 3.056e-08, 8.238e-08
amplitude factor sqrt(D), order 6: 0.4996
lines N in random-sum test: 64, trials: 20000
order 3 peak/N^2, random sums: 0.7117
order 3 peak/N^2, formula: 0.7114
order 3.25 intensity/N, random sums: 0.3304
order 3.25 intensity/N, formula: 0.3345
speckle deviation/mean at 3.25: 0.999
Bragg loss, direct sum: 1.1281 nm
diffuse gain, direct integral: 1.1281 nm
2 sigma/sqrt(pi): 1.1284 nm
total power moved: 1.822e-06 of beam
total Born power: 2.260e-05 of beam
share of Born power moved: 8.06 %
multislice vs Born, worst order: 0.257 %
multislice vs Born, diffuse: 0.134 %
height effect, order 6: 1.34 %
attenuation length (rough): 0.6 mm
absorption in a line: 0.0083 %
K edge (rough): 1.84 keV
binding effect on amplitude (rough): 0.17 %
uniform errors, D at order 6: 0.1910
neighbour correlation c: 0.20
diffuse/N at order 3, independent: 0.2932
diffuse/N at order 3, correlated: 0.3948
cumulative errors, peak/N^2, N=100: 0.0566
cumulative errors, peak/N^2, N=400: 0.0145
width deviation: 1.00 nm
apparent sigma with width errors: 1.1180 nm
detector window: 0.10 of order spacing
apparent D, order 6, no subtraction: 0.3246
apparent sigma, order 6, no subtraction: 0.9003 nm
```
